**Runaway threshold of a self-heated wire at fixed current**

The program tests the statement that a wire with both ends at ambient has a steady state of positive resistivity only for \(\lambda=I^2R_0\beta L/(kA)<\pi^2\). Here \(I\) is the current, \(R_0\) the ambient resistance, \(\beta\) its temperature coefficient, \(L\) the length, \(A\) the cross-section and \(k\) the constant thermal conductivity. It asserts that the steady profile, resistance and voltage formulas agree with a finite-difference heat balance, and that the critical current agrees with the lowest eigenvalue of the conduction operator. It also asserts the growth law below, at and above the threshold, and the negative resistivity of the formal solutions at the sampled values above it. Further assertions cover side loss, Thomson heat, end resistance and a conductivity that follows the Wiedemann–Franz law. For the example wire the output gives a critical current of 0.770 mA and a peak rise of 44.8 K at 0.2 mA. With the variable conductivity the critical current becomes 0.99 mA.

## Verification by program

```python
"""
Result under test: a wire at fixed current I, with resistivity
rho0*(1 + beta*theta), constant conductivity k and both ends at ambient, has a
steady state of positive resistivity only if
    lam = I^2 R0 beta L/(k A) < pi^2.
theta: rise above ambient T0 (K); L, A: length and cross-section;
R0 = rho0 L/A; C: heat capacity per volume; tau = C L^2/k;
q = sqrt(lam); s = x/L; w = 1 + beta*theta (relative resistivity);
M = integral over s of w*sin(pi s). SI units inside, other units when printed.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_bvp, trapezoid
from scipy.linalg import solve_banded, eigh_tridiagonal, expm, eigvals
from scipy.optimize import brentq

pi = np.pi
L, width, thick = 10e-6, 200e-9, 50e-9
k, rho0, beta, T0, C = 30.0, 25e-8, 2e-3, 300.0, 3e6
A = width * thick
perimeter = 2 * (width + thick)
R0 = rho0 * L / A
tau = C * L**2 / k
I_crit = pi * np.sqrt(k * A / (R0 * beta * L))
I_op = 0.2e-3


def lam_of(I):
    return I**2 * R0 * beta * L / (k * A)


def current_of(lam):
    return np.sqrt(lam * k * A / (R0 * beta * L))


def peak_rise(I):
    return (1 / np.cos(np.sqrt(lam_of(I)) / 2) - 1) / beta


def resistance_ratio(I):
    half = np.sqrt(lam_of(I)) / 2
    return np.tan(half) / half


def steady_fd(I, side_loss=0.0, n=2000):
    """Finite-difference heat balance; side_loss in W/(m K)."""
    h = L / n
    band = np.zeros((3, n - 1))
    band[0, 1:] = band[2, :-1] = k * A / h**2
    band[1] = -2 * k * A / h**2 + I**2 * rho0 * beta / A - side_loss
    inner = solve_banded((1, 1), band, -np.ones(n - 1) * I**2 * rho0 / A)
    return np.linspace(0, L, n + 1), np.r_[0, inner, 0]


def projection(x, theta):
    return trapezoid((1 + beta * theta) * np.sin(pi * x / L), x / L)


def evolve(I, time, n=200):
    """Rise after a time, from ambient; exact in time on the mesh."""
    h = L / n
    m = n - 1
    lap = (np.diag(-2 * np.ones(m)) + np.diag(np.ones(m - 1), 1)
           + np.diag(np.ones(m - 1), -1)) / h**2
    G = np.zeros((n, n))
    G[:m, :m] = k / C * lap + np.eye(m) * I**2 * rho0 * beta / (A**2 * C)
    G[:m, m] = I**2 * rho0 / (A**2 * C)
    return np.linspace(0, L, n + 1), np.r_[0, expm(G * time)[:m, m], 0]


# Steady profile, peak and resistance against the direct heat balance
for I in (I_op, 0.5 * I_crit, 0.9 * I_crit):
    x, th = steady_fd(I)
    q = np.sqrt(lam_of(I))
    w = np.cos(q * (x / L - 0.5)) / np.cos(q / 2)
    assert np.allclose(1 + beta * th, w, rtol=2e-5)
    assert abs(th.max() / peak_rise(I) - 1) < 2e-5
    R_num = trapezoid(rho0 * (1 + beta * th) / A, x)
    assert abs(R_num / R0 / resistance_ratio(I) - 1) < 2e-5
    V_formula = 2 * np.sqrt(k * rho0 / beta) * np.tan(q / 2)
    assert abs(I * R_num / V_formula - 1) < 2e-5

# Second-order coefficient of the resistance rise
lam_small = 0.05
x, th = steady_fd(current_of(lam_small))
second = (trapezoid(beta * th, x / L) - lam_small / 12) / lam_small**2
assert abs(second * 120 - 1) < 0.01

# Critical current from the lowest eigenvalue of the conduction operator
n = 1000
h = L / n
low = eigh_tridiagonal(np.full(n - 1, 2 * k * A / h**2),
                       np.full(n - 2, -k * A / h**2),
                       select='i', select_range=(0, 0))[0][0]
I_crit_num = np.sqrt(low * A / (rho0 * beta))
assert abs(I_crit_num / I_crit - 1) < 1e-5

# Projection identity on both sides; formal solutions above are unphysical
for lam in (0.5 * pi**2, 1.5 * pi**2, 4.7 * pi**2, 12 * pi**2):
    x, th = steady_fd(current_of(lam))
    M = projection(x, th)
    assert abs(M * (pi**2 - lam) / (2 * pi) - 1) < 1e-3
    assert ((1 + beta * th).min() > 0) == (lam < pi**2)
x, th = steady_fd(current_of(1.5 * pi**2))
w_formal = 1 + beta * th[len(th) // 2]
assert abs(w_formal * np.cos(np.sqrt(1.5) * pi / 2) - 1) < 1e-4

# Growth law below, at and above threshold
for ratio in (0.9, 1.0, 1.1):
    lam, t = ratio**2 * pi**2, 0.3
    x, th = evolve(ratio * I_crit, t * tau)
    if ratio == 1.0:
        M_law = 2 / pi + 2 * pi * t
    else:
        M_end = 2 * pi / (pi**2 - lam)
        M_law = M_end + (2 / pi - M_end) * np.exp((lam - pi**2) * t)
    assert abs(projection(x, th) / M_law - 1) < 5e-4
x, th = evolve(0.9 * I_crit, 10 * tau)
assert abs(th.max() / peak_rise(0.9 * I_crit) - 1) < 1e-3

# Time for the middle to rise by 1/beta at 1.1 times the critical current
lam_over = 1.21 * pi**2
odd = np.arange(1, 802, 2)
signs = (-1.0)**((odd - 1) // 2)


def mid_series(t):
    rate = lam_over - (odd * pi)**2
    return np.sum(4 * signs / (odd * pi) * lam_over * np.expm1(rate * t) / rate)


t_hot = brentq(lambda t: mid_series(t) - 1, 1e-4, 2)
x, th = evolve(1.1 * I_crit, t_hot * tau)
assert abs(th[len(th) // 2] * beta - 1) < 1e-3

# Side loss: exaggerated loss makes a state above pi^2 possible
loss_test, lam = 3.0, 11.0
x, th = steady_fd(current_of(lam), side_loss=loss_test * k * A / L**2)
M_loss = (2 * pi + 2 * loss_test / pi) / (pi**2 + loss_test - lam)
assert abs(projection(x, th) / M_loss - 1) < 1e-4
assert th.min() >= 0
h_rad = 4 * sc.sigma * T0**3
pressure = 1e-3 * sc.torr
m_gas = 28 * sc.atomic_mass
h_gas = 3 * sc.k * pressure / np.sqrt(2 * pi * m_gas * sc.k * T0)
shift_rad = h_rad * perimeter * L**2 / (k * A) / pi**2
shift_gas = h_gas * perimeter * L**2 / (k * A) / pi**2
T_rad = ((lam_over - pi**2) * k * A / (sc.sigma * perimeter * L**2))**(1 / 3)

# Thomson heat: threshold of u'' - a u' + lam u = 0
a_test, n = 2.0, 200
h = 1 / n
op = (np.diag(np.full(n - 1, 2 / h**2))
      + np.diag(np.full(n - 2, -1 / h**2 + a_test / (2 * h)), 1)
      + np.diag(np.full(n - 2, -1 / h**2 - a_test / (2 * h)), -1))
assert abs(eigvals(op).real.min() / (pi**2 + a_test**2 / 4) - 1) < 1e-3
mu_thomson = 10e-6
a_thomson = I_crit * mu_thomson * L / (k * A)
shift_thomson = a_thomson**2 / 4 / pi**2

# Thermal resistance at each end
R_end = 1e6
r = R_end * k * A / L
q_end = brentq(lambda q: q * np.sin(q / 2) - np.cos(q / 2) / r, 0.01, pi)
n = 1000
h = 1 / n
diag = np.full(n + 1, 2 / h**2)
diag[[0, -1]] = (1 / h + 1 / r) / (h / 2)
off = np.full(n, -1 / h**2)
off[[0, -1]] *= np.sqrt(2)
low = eigh_tridiagonal(diag, off, select='i', select_range=(0, 0))[0][0]
assert abs(low / q_end**2 - 1) < 1e-4

# Conductivity that follows the Wiedemann-Franz law, equal to k at ambient
Lz = k * rho0 / T0
Lz_sommerfeld = pi**2 / 3 * (sc.k / sc.e)**2


def current_wf(V):
    def f(angle):
        T = np.sqrt(T0**2 + (V * np.cos(angle))**2 / (4 * Lz))
        return V * np.cos(angle) / (1 + beta * (T - T0))
    return quad(f, 0, pi / 2, limit=500)[0] / R0


V_wf = brentq(lambda V: current_wf(V) - I_op, 1e-3, 0.5)
peak_wf = np.sqrt(T0**2 + V_wf**2 / (4 * Lz)) - T0


def rhs(s, y):
    res = 1 + beta * y[0]
    return np.array([y[1] * res / (1 + y[0] / T0), -lam_of(I_op) / beta * res])


sol = solve_bvp(rhs, lambda ya, yb: np.array([ya[0], yb[0]]),
                np.linspace(0, 1, 41), np.zeros((2, 41)), tol=1e-7)
assert sol.success and abs(sol.sol(0.5)[0] / peak_wf - 1) < 1e-4
I_crit_wf = pi * np.sqrt(Lz) / (beta * R0)
assert abs(current_wf(1000.0) / I_crit_wf - 1) < 2e-3
assert all(current_wf(V) < I_crit_wf for V in (0.1, 1.0, 10.0, 100.0, 1000.0))
assert abs(I_crit_wf / I_crit * np.sqrt(beta * T0) - 1) < 1e-12

# Worked numbers
ratio_op = resistance_ratio(I_op)
k_apparent = lam_of(I_op) * k / (12 * (ratio_op - 1))
I_hot = brentq(lambda I: peak_rise(I) - 1 / beta, 1e-5, 0.99 * I_crit)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Length", L * 1e6, "um")
show("Width", width * 1e9, "nm")
show("Thickness", thick * 1e9, "nm")
show("Conductivity k", k, "W/(m K)")
show("Resistivity at ambient", rho0 * 1e8, "uOhm cm")
show("beta", beta, "1/K")
show("Ambient temperature", T0, "K")
show("Heat capacity per volume", C * 1e-6, "J/(cm3 K)")
show("R0", R0, "Ohm")
show("Wire thermal conductance kA/L", k * A / L * 1e9, "nW/K")
show("tau = C L^2/k", tau * 1e6, "us")
show("Critical current, formula", I_crit * 1e3, "mA", 6)
show("Critical current, eigenvalue", I_crit_num * 1e3, "mA", 6)
show("Critical current density", I_crit / A * 1e-10, "MA/cm2")
show("Critical I*R0", I_crit * R0 * 1e3, "mV")
show("Operating current", I_op * 1e3, "mA")
show("lambda at operating current", lam_of(I_op))
show("q at operating current", np.sqrt(lam_of(I_op)))
show("Peak rise at operating current", peak_rise(I_op), "K")
show("R/R0 at operating current", ratio_op, "", 5)
show("Voltage at operating current", I_op * R0 * ratio_op * 1e3, "mV")
show("Apparent k from first-order formula", k_apparent, "W/(m K)")
for f in (0.5, 0.9, 0.99):
    print(f"At {f:.2f} I_crit: peak rise {peak_rise(f*I_crit):.4g} K, "
          f"R/R0 {resistance_ratio(f*I_crit):.4g}")
show("Rise 1/beta", 1 / beta, "K")
show("Current for that rise", I_hot * 1e3, "mA")
show("Same current over I_crit", I_hot / I_crit)
show("Time to that rise at 1.1 I_crit", t_hot * tau * 1e6, "us")
show("Growth time at 1.1 I_crit", tau / (lam_over - pi**2) * 1e6, "us")
show("Formal mid-wire w at lambda = 1.5 pi^2", w_formal)
show("Radiation (emissivity 1), shift of lambda_c", 100 * shift_rad, "%", 2)
show("Temperature where radiation could balance 1.1 I_crit", T_rad, "K", 2)
show("Nitrogen pressure taken", pressure / sc.torr, "Torr")
show("Residual gas, shift of lambda_c", 100 * shift_gas, "%", 2)
show("Thomson coefficient taken", mu_thomson * 1e6, "uV/K")
show("Thomson heat, shift of lambda_c", 100 * shift_thomson, "%", 2)
show("End thermal resistance taken, each end", R_end, "K/W")
show("Ratio r of end to wire resistance", r)
show("End resistance, shift of I_crit", 100 * (q_end / pi - 1), "%", 3)
show("Lorenz number of example", Lz * 1e8, "1e-8 W Ohm/K2")
show("Sommerfeld Lorenz number", Lz_sommerfeld * 1e8, "1e-8 W Ohm/K2")
show("Peak rise at operating current, variable k", peak_wf, "K")
show("Critical current, variable k", I_crit_wf * 1e3, "mA")
show("Variable k, shift of I_crit", 100 * (I_crit_wf / I_crit - 1), "%", 3)
print("OK")
```

Output:

```
Length: 10 um
Width: 200 nm
Thickness: 50 nm
Conductivity k: 30 W/(m K)
Resistivity at ambient: 25 uOhm cm
beta: 0.002 1/K
Ambient temperature: 300 K
Heat capacity per volume: 3 J/(cm3 K)
R0: 250 Ohm
Wire thermal conductance kA/L: 30 nW/K
tau = C L^2/k: 10 us
Critical current, formula: 0.76953 mA
Critical current, eigenvalue: 0.76953 mA
Critical current density: 7.695 MA/cm2
Critical I*R0: 192.4 mV
Operating current: 0.2 mA
lambda at operating current: 0.6667
q at operating current: 0.8165
Peak rise at operating current: 44.77 K
R/R0 at operating current: 1.0595
Voltage at operating current: 52.98 mV
Apparent k from first-order formula: 28 W/(m K)
At 0.50 I_crit: peak rise 207.1 K, R/R0 1.273
At 0.90 I_crit: peak rise 2696 K, R/R0 4.466
At 0.99 I_crit: peak rise 3.133e+04 K, R/R0 40.93
Rise 1/beta: 500 K
Current for that rise: 0.513 mA
Same current over I_crit: 0.6667
Time to that rise at 1.1 I_crit: 0.6487 us
Growth time at 1.1 I_crit: 4.825 us
Formal mid-wire w at lambda = 1.5 pi^2: -2.892
Radiation (emissivity 1), shift of lambda_c: 0.01 %
Temperature where radiation could balance 1.1 I_crit: 6e+03 K
Nitrogen pressure taken: 0.001 Torr
Residual gas, shift of lambda_c: 0.00027 %
Thomson coefficient taken: 10 uV/K
Thomson heat, shift of lambda_c: 0.17 %
End thermal resistance taken, each end: 1e+06 K/W
Ratio r of end to wire resistance: 0.03
End resistance, shift of I_crit: -5.65 %
Lorenz number of example: 2.5 1e-8 W Ohm/K2
Sommerfeld Lorenz number: 2.443 1e-8 W Ohm/K2
Peak rise at operating current, variable k: 43.5 K
Critical current, variable k: 0.9935 mA
Variable k, shift of I_crit: 29.1 %
OK
```
